# Rayleigh quotient multigrid, tested on a one-dimensional harmonic oscillator, part 2

We seek the lowest eigenpair of \(Hu_k=\lambda_kBu_k\), \(\lambda_0<\lambda_1\le\dots\le\lambda_{\max}\), with \(H\) real symmetric and \(B\) symmetric positive definite, in atomic units. Each step \(u\to u+\alpha d\) minimises \(R(u)=u^THu/u^TBu\) along one direction \(d\). With
\[ a_0=u^THu,\quad a_1=d^THu,\quad a_2=d^THd,\qquad b_0=u^TBu,\quad b_1=d^TBu,\quad b_2=d^TBd, \]
\(R'(\alpha)\) has the sign of
\[ f=p\alpha^2+q\alpha+r,\qquad p=a_2b_1-a_1b_2,\quad q=a_2b_0-a_0b_2,\quad r=a_1b_0-a_0b_1. \tag{1} \]
With \(\lambda=a_0/b_0=R(u)\),
\[ r=b_0\rho,\quad \rho=a_1-\lambda b_1=d^T(H-\lambda B)u,\qquad q=b_0\,d^T(H-\lambda B)d=b_0b_2\,[R(d)-\lambda]. \tag{2} \]
With \(G=b_0b_2-b_1^2\) and \(\mu_-\le\mu_+\) the stationary values of \(R\) in the plane of \(u\) and \(d\),
\[ \Delta=q^2-4pr=G^2(\mu_+-\mu_-)^2\ge0, \tag{3} \]
\[ \alpha=\frac{-2r}{q+\sqrt\Delta}\quad(q\ge0),\qquad \alpha=\frac{-q+\sqrt\Delta}{2p}\quad(q<0). \tag{4} \]
For \(p=0\), \(q<0\), \(u\) is replaced by \(d\). For \(d\) not parallel to \(u\) and \(\lambda<\mu_+\), the gain is
\[ \lambda-\mu_-=\frac{\rho^2}{G(\mu_+-\lambda)}\ \ge\ \frac{\rho^2}{b_0b_2(\lambda_{\max}-\lambda_0)} . \tag{5} \]

The directions are \(d=P_le_i\), where \(P_l\) interpolates level \(l\) to the fine grid (\(P_0=I\)) and \(e_i\) are unit vectors. The Galerkin matrices \(H_l=P_l^THP_l\), \(B_l=P_l^TBP_l\) and vectors \(h_l=P_l^THu\), \(g_l=P_l^TBu\) give \(a_1=(h_l)_i\), \(a_2=(H_l)_{ii}\), \(b_1=(g_l)_i\), \(b_2=(B_l)_{ii}\). After a step,
\[ h_l\to h_l+\alpha H_le_i,\quad g_l\to g_l+\alpha B_le_i,\quad a_0\to a_0+2\alpha a_1+\alpha^2a_2,\quad b_0\to b_0+2\alpha b_1+\alpha^2b_2, \tag{6} \]
A V-cycle sweeps each level forward going down and backward coming up. Let \(m\) be the smallest \(R(d)\). After one cycle \(R\le m\); if \(m<\lambda_1\), convergence to \(\lambda_0\) is guaranteed from any start.

The model is the oscillator with unit mass and \(\omega=1\) hartree on \(|x|<8\) bohr, with zero boundary values, \(N=63\), \(h=0.25\) bohr, \(B=I\), \(H=T_h+V\), \(V_{ii}=x_i^2/2\), \(T_h=A/2h^2\), \(A=\mathrm{tridiag}(-1,2,-1)\). Its lowest eigenvalues are \(\lambda_0=0.498039\), \(\lambda_1=1.490164\) and \(\lambda_2=2.474335\) hartree. Linear interpolation makes the coarse directions tents, with \(P_l^TT_hP_l=2^lT_{2^lh}\). The cosine start is the normalised \(u\propto\cos(\pi x/16)\). The worked example used the central tent at spacing 2 bohr, with \(b_2=5.375\) and \(R(d)=0.570494\) hartree.

At an eigenvector \(u_k\) one has \(a_1=\lambda_kb_1\), so \(r=0\), \(\sqrt\Delta=|q|\) and \(p=b_1(a_2-\lambda_kb_2)=b_1q/b_0\). For \(q\ge0\) the step is zero. For \(q<0\) and \(b_1\ne0\) it is
\[ \alpha=-q/p=-b_0/b_1, \tag{7} \]
and \(u_k^TB(u_k+\alpha d)=b_0+\alpha b_1=0\): the new vector is \(B\)-orthogonal to \(u_k\). For \(q<0\) and \(b_1=0\), as for an odd state and an even tent, \(p=0\) and \(u_k\) is replaced by \(d\), which is again \(B\)-orthogonal to it. An excited state is therefore a fixed point only if \(R(d)\ge\lambda_k\) for all directions. Fine unit vectors have \(R(e_i)=1/h^2+V_{ii}\ge16\) hartree, so fine relaxation holds \(u_2\) fixed in exact arithmetic, although it is a saddle, any admixture of \(u_0\) lowering \(R\). In the hierarchy \(m=0.570494\) hartree, attained by the tent used above, is below \(\lambda_1\). One cycle must end at or below this bound, and from \(u_2\) it ends at 0.499000 hartree. Physically, a point function carries the kinetic energy \(1/h^2=16\) hartree, while tents as wide as the oscillator length or wider carry far less. The central tent of half-width 2 bohr supplies the bound \(m\), but the first move away from \(u_2\) comes one level earlier. The tents at spacing 0.5 bohr all lie above 5 hartree, and on the level with spacing 1 bohr the tent at \(x=-1\) bohr, with \(R(d)=2.003\) hartree, is the first direction in the sweep order below \(\lambda_2\).

The rate near the solution comes from linearising. Put \(u=u_0+\varepsilon e\) and \(K=H-\lambda_0B\), which is positive semidefinite with \(Ku_0=0\). Then \(\lambda-\lambda_0=u^TKu/b_0=\varepsilon^2e^TKe/b_0\). By (2), \(\rho=d^TKu-(\lambda-\lambda_0)b_1=\varepsilon\,d^TKe+O(\varepsilon^2)\) and \(q=b_0\,d^TKd+O(\varepsilon^2)\), positive unless \(d\) is parallel to \(u_0\). As \(r=O(\varepsilon)\), \(\sqrt\Delta=q+O(\varepsilon)\), and (4) gives
\[ \alpha=-\frac rq+O(\varepsilon^2)=-\varepsilon\frac{d^TKe}{d^TKd}+O(\varepsilon^2),\qquad e\to S_de,\quad S_d=I-\frac{dd^TK}{d^TKd}. \tag{8} \]
To leading order a cycle multiplies the error by the ordered product \(E\) of the \(S_d\), which is multiplicative subspace correction for the singular system \(Ke=0\). Each factor leaves \(u_0\) alone, so \(Eu_0=u_0\); this component changes only the norm and is discarded. Direct multiplication shows \(KS_d=S_d^TK\) and, for \(\|e\|_K^2=e^TKe\),
\[ \|S_de\|_K^2=\|e\|_K^2-(d^TKe)^2/d^TKd . \]
Let \(M=S_n\cdots S_1\) be the downward half. The upward half reverses the order, so \(E=S_1\cdots S_nM\), and moving \(K\) through the first \(n\) factors gives \(KE=S_1^T\cdots S_n^TKM=M^TKM\). This is symmetric and positive semidefinite, so modulo \(u_0\) the map \(E\) is self-adjoint in the \(K\) product, with eigenvalues \(\eta_j\ge0\). They are below 1, because \(e^TKEe=\|Me\|_K^2\) equals \(\|e\|_K^2\) only if no factor changes \(e\), and the fine directions then give \(Ke=0\). With \(\rho_V=\max\eta_j\), the error \(R-\lambda_0\propto\sum_jc_j^2\eta_j^{2k}\) after \(k\) cycles shrinks per cycle by a factor at most \(\rho_V^2\), to leading order in \(\varepsilon\). Writing \(s_k\) for that sum, the Cauchy–Schwarz inequality gives \(s_{k+1}^2\le s_ks_{k+2}\), so the ratio \(s_{k+1}/s_k\) cannot decrease.

The example behaves so. From the cosine start \(R-\lambda_0\) goes from 3.703 hartree to \(2.23\times10^{-3}\), \(3.14\times10^{-5}\), \(8.25\times10^{-7}\) and \(2.90\times10^{-8}\) hartree, and the ratios climb through 0.0141, 0.0263, 0.0351, 0.0403 and 0.0429 to 0.0442 at the seventh cycle, under \(\rho_V^2=0.2138^2=0.0457\). After that the error is near \(10^{-13}\) hartree and rounding affects the ratio. The first ratio, 0.0006, belongs to the nonlinear regime, where (8) does not apply.

With fine directions only, (8) reads \(e_i\to e_i-(Ke)_i/K_{ii}\), which is Gauss–Seidel relaxation on \(K\). In the model let \(D_i=K_{ii}=1/h^2+V_{ii}-\lambda_0>0\) and \(\kappa=1/2h^2\). A forward sweep solves \(D_ie_i^{\rm new}=\kappa(e_{i-1}^{\rm new}+e_{i+1}^{\rm old})\), so an eigenvector with \(e^{\rm new}=\eta\,e^{\rm old}\) obeys \(\eta D_ie_i=\kappa(\eta e_{i-1}+e_{i+1})\). For \(\eta\ne0\) put \(\eta=t^2\) and \(e_i=t^iy_i\) and divide by \(t^{i+1}\), obtaining \(tD_iy_i=\kappa(y_{i-1}+y_{i+1})\). Since \((Ky)_i=D_iy_i-\kappa(y_{i-1}+y_{i+1})\), this is \(Ky=\nu Dy\) with \(\nu=1-t\) and \(D=\mathrm{diag}(D_i)\). The replacement \(y_i\to(-1)^iy_i\) sends \(t\to-t\), so the values of \(t\) come in pairs and the lower half of the \(\nu\) gives every \(\eta\). The value \(\nu_0=0\) is \(u_0\), and the slowest true error has
\[ \rho_{\rm GS}=(1-\nu_1)^2,\qquad 1-\rho_{\rm GS}=2\nu_1-\nu_1^2 . \]
The min–max principle on the plane of \(u_0,u_1\), where \(y^TKy\le(\lambda_1-\lambda_0)y^Ty\) and \(y^TDy\ge(h^{-2}-\lambda_0)y^Ty\), bounds \(\nu_1\le h^2(\lambda_1-\lambda_0)/(1-h^2\lambda_0)\). The number of sweeps therefore grows at least as \(h^{-2}\). For low states \(D\approx h^{-2}I\) up to relative order \(h^2\), which suggests \(1-\rho_{\rm GS}\approx2h^2(\lambda_1-\lambda_0)\), and the check confirms this within a relative \(2h^2\) on three grids. At \(h=0.25\) bohr, \(\nu_1=0.061039\) gives \(0.122078-0.003726=0.11835\), the nonlinear iteration measures 0.118352, and the leading term is \(2\times0.0625\times0.99213=0.124016\). At 0.125 bohr the three numbers are 0.030826, 0.030825 and 0.031189. The slow error resembles \(u_1\): its residual is of the order of the gap, but each step divides it by \(K_{ii}\approx1/h^2\). For the central tent of the level with spacing 1 bohr, the oscillator length, the denominator \(d^TKd/d^Td\) is 1.005 hartree, close to the gap of 0.992 hartree; it is 4.85 hartree at 0.5 bohr and grows with \(V\) away from the centre.

That observation makes a grid-independent \(\rho_V\) plausible but does not prove it. The computed values are 0.2138, 0.2050 and 0.2014 for \(N=63\), 127 and 255, from the spectrum of \(E\) and, to the same four digits, from a nonlinear cycle applied to the slowest mode. They hold for this model and fall slightly with refinement, a trend not explained here. Sixteen fine sweeps from the cosine start, alternately forward and backward and 1008 steps in all, leave \(7.5\times10^{-4}\) hartree, against \(2.9\times10^{-8}\) hartree for four cycles, 960 steps in all. Both runs begin far outside the linear regime of (8), so these two numbers do not measure the asymptotic rates.

Exactness depended on the Galerkin matrices. One may instead discretise afresh on each level, using \(2^l(T_{h_l}+V)\) and \(2^lI\) with \(h_l=2^lh\), the factor matching \(P_l^TT_hP_l=2^lT_{h_l}\). The kinetic part is then exact, but \(b_2\) and the potential part of \(a_2\) are not, so \(\alpha\) no longer minimises the fine quotient. For the central tent at spacing 1 bohr, a step from the cosine start gives \(R=1.411267\) hartree instead of 1.394467 hartree. For a first step from \(u_0\), the numbers \(a_0,a_1,b_0,b_1\) are exact, so \(r=0\), and \(u_0\) stays fixed as long as the approximate \(q=2^lb_0(h_l^{-2}+V_{ii}-\lambda_0)\) is positive. This holds down to 1 bohr, where a cycle leaves \(u_0\) unchanged. At 2 bohr and \(x=0\), \(a_2=8\times\tfrac14=2\) hartree and \(b_2=8\) give \(q=2-8\times0.498039=-1.98431\) hartree, whereas the Galerkin value is \(5.375\times(0.570494-0.498039)=0.38945\) hartree. The derivation of (7) used only \(r=0\) and \(q<0\), so the step throws the vector orthogonal to the exact solution; with \(|\alpha|=0.434276\) the quotient rises to 5.858 hartree. As long as the root is chosen by (4), rediscretised levels in this model must therefore stop while \(h_l^{-2}+V_{ii}>\lambda_0\) at every node, and even there monotonicity and the convergence argument are no longer guaranteed. The limit comes from the choice of root. Taking instead, for \(q<0\), the root of smaller magnitude, \(-2r/(q-\sqrt\Delta)\), gives \(\alpha=0\) at \(r=0\) and leaves \(u_0\) fixed on every level, at the price of leaving excited eigenvectors fixed as well; its convergence is not analysed here.

The first excited state needs only a rank-one change. With \(u_0^TBu_0=1\), \(w=Bu_0\) and \(\sigma>0\), let \(\tilde H=H+\sigma ww^T\). Since \(w^Tu_k=\delta_{k0}\), \(\tilde Hu_k=(\lambda_k+\sigma\delta_{k0})Bu_k\), so the lowest eigenvalue is \(\min(\lambda_1,\lambda_0+\sigma)\). The matrix \(\tilde H\) is dense but is never formed. With \(w_l=P_l^Tw\) and the scalar \(s=w^Tu\), the definitions give \(\tilde a_0=a_0+\sigma s^2\), \(\tilde a_1=(h_l)_i+\sigma s(w_l)_i\), \(\tilde a_2=(H_l)_{ii}+\sigma(w_l)_i^2\), and \(s\to s+\alpha(w_l)_i\) after the step. Equations (1) to (5) apply with the tilded numbers and (6) with the original ones; where \(u\) is replaced by \(d\), \(s\) is set to \((w_l)_i\). The guarantee for any start now needs the smallest \(\tilde R(d)\) to lie below the second eigenvalue of \(\tilde H\). For \(\sigma=3\) hartree it does not: the smallest \(\tilde R(d)\) is 2.854 hartree and the second eigenvalue is \(\lambda_2=2.474\) hartree, so \(u_2\) is a fixed point in exact arithmetic, and convergence from a random start is a computed result, not a guaranteed one. From a random start, with \(w\) taken from the converged ground-state iteration, \(\sigma=3\) hartree gives 1.490164 hartree, which is \(\lambda_1\). With \(\sigma=0.5\) hartree, smaller than the gap, the iteration returns the shifted ground state at \(0.498039+0.5=0.998039\) hartree.

## Computed values

```
N = 63, h = 0.25 bohr, level sizes [63, 31, 15, 7, 3, 1], steps/cycle = 240
lam0 = 0.4980391546 hartree = 13.55234 eV; 1/2-h^2/32 = 0.498047 hartree
lam1 = 1.4901643311 hartree = 40.54944 eV; lam2 = 2.47433463 hartree
coarse-data cycle vs fine Ritz reference, rel. dev = 2.1e-14
step on level h = 2.0 bohr, centre node, from the start vector:
  a0, a1, a2 = 4.201381, 0.477067, 3.066406 hartree
  b0, b1, b2 = 1.000000, 1.396413, 5.375000 (dimensionless)
  p, q, r = 1.717732, -19.516017, -5.389796 hartree
  sqrt(disc) = 20.442794 hartree, G = 3.425031, alpha = 11.631272
  R(u) = 4.201381, R(d) = 0.570494 hartree
  mu- = 0.565494, mu+ = 6.534139, drop = 3.635887 hartree
min over directions of R(d) = 0.570494 hartree
start u2: fine-only R = 2.474335 hartree
start u2: one V-cycle R = 0.499000 hartree
N = 63, h = 0.25 bohr: rho_V = 0.2138 (E), 0.2138 (nonlinear cycle)
  nu1 = 0.061039, 1-rho_GS = 0.118353, 2h^2 gap = 0.124016
  measured fine-only 1-rho = 0.118352
  per decade of vector error: 1.49 cycles, 18.3 sweeps
N = 127, h = 0.125 bohr: rho_V = 0.2050 (E), 0.2050 (nonlinear cycle)
  nu1 = 0.015534, 1-rho_GS = 0.030826, 2h^2 gap = 0.031189
  measured fine-only 1-rho = 0.030825
  per decade of vector error: 1.45 cycles, 73.5 sweeps
N = 255, h = 0.0625 bohr: rho_V = 0.2014 (E), 0.2014 (nonlinear cycle)
  nu1 = 0.003901, 1-rho_GS = 0.007786, 2h^2 gap = 0.007809
  per decade of vector error: 1.44 cycles, 294.6 sweeps
cycle 0: R-lam0 = 3.703e+00 hartree
cycle 1: R-lam0 = 2.230e-03 hartree, ratio = 0.0006
cycle 2: R-lam0 = 3.135e-05 hartree, ratio = 0.0141
cycle 3: R-lam0 = 8.252e-07 hartree, ratio = 0.0263
cycle 4: R-lam0 = 2.896e-08 hartree, ratio = 0.0351
cycle 5: R-lam0 = 1.168e-09 hartree, ratio = 0.0403
cycle 6: R-lam0 = 5.014e-11 hartree, ratio = 0.0429
cycle 7: R-lam0 = 2.214e-12 hartree, ratio = 0.0442
cycle 8: R-lam0 = 9.824e-14 hartree, ratio = 0.0444
rho_V^2 (N = 63) = 0.0457
16 fine-only sweeps: R-lam0 = 7.534e-04 hartree
h = 1.0 bohr centre step: R = 1.394467 Galerkin, 1.411267 rediscretised, hartree
at u0, h = 2.0 bohr: rediscretised a2 = 2.000 hartree, b2 = 8.000
  q = 0.389446 Galerkin, -1.984313 rediscretised, hartree
  |rediscretised alpha| = 0.434276, R after = 5.857979 hartree
penalty sigma = 3.0 hartree: converged R = 1.49016433 hartree
penalty sigma = 0.5 hartree: converged R = 0.99803915 hartree
```
